# Loss of equilibrium of a conducting drop in a uniform field

## Problem

An uncharged, perfectly conducting liquid drop of volume $4\pi R^3/3$ and constant surface tension $\gamma$ sits in an insulating gas of permittivity $\varepsilon_0$. Far away the field is uniform and static, $E_0$ along $z$. Gravity and flow are neglected. In Taylor's approximation the drop is a prolate spheroid with semi-axes $a$ (along $z$) and $b<a$, and the normal-stress balance is imposed at the poles and the equator only. Let $\alpha=a/b$ and $w=\varepsilon_0E_0^2R/\gamma$.

(a) Find the field on the surface of the spheroid.

(b) Find the equilibrium relation $w(\alpha)$ and its limits for nearly spherical and for long drops.

(c) Show that equilibrium is lost near $\alpha=1.9$, at $E_0\approx0.4585\sqrt{\gamma/(\varepsilon_0R)}$.

(d) Decide which equilibria are stable against elongation, and judge the approximation.

(e) Apply the result to a water drop of radius 0.50 mm in air, and size the neglected effects.

## Solution

### (a) The surface field

The foci lie at $z=\pm c$, with $c^2=a^2-b^2$. Let $r_1,r_2$ be the distances of a point from the foci at $+c$ and $-c$, and define
$$\xi=\frac{r_1+r_2}{2c},\qquad \eta=\frac{r_2-r_1}{2c}.$$
Since $r_2^2-r_1^2=4cz$, we have $z=c\xi\eta$. Also $r_1=c(\xi-\eta)$ and $r_2=c(\xi+\eta)$. The drop surface is $r_1+r_2=2a$, that is, $\xi=\xi_0=a/c$.

Put on the focal segment a line charge proportional to $t$, the position along it. Its potential is proportional to
$$u=\int_{-c}^{c}\frac{t\,dt}{D},\qquad D=\sqrt{\rho^2+(z-t)^2}.$$
Writing $t=z+(t-z)$ gives
$$u=z\int_{-c}^{c}\frac{dt}{D}+\Big[D\Big]_{-c}^{c}=z\ln\frac{c-z+r_1}{-c-z+r_2}+r_1-r_2 .$$
The numerator of the logarithm is $c(1+\xi)(1-\eta)$ and the denominator is $c(\xi-1)(1-\eta)$. With $r_1-r_2=-2c\eta=-2z/\xi$,
$$u=z\,g(\xi),\qquad g(\xi)=\ln\frac{\xi+1}{\xi-1}-\frac2\xi .$$
Therefore, with $g_0=g(\xi_0)$,
$$\phi=-E_0z\left[1-\frac{g(\xi)}{g_0}\right]$$
is harmonic outside the drop, vanishes on it and tends to $-E_0z$ far away. The line charge is odd in $t$, so the total charge is zero. This is the required solution.

On the surface the bracket vanishes, so only its gradient contributes:
$$\mathbf E=-E_0z\,\frac{g'(\xi_0)}{g_0}\nabla\xi,\qquad g'=-\frac{2}{\xi^2-1}+\frac2{\xi^2}=-\frac{2}{\xi^2(\xi^2-1)} .$$
To find $z|\nabla\xi|$, note that $\nabla r_1$ and $\nabla r_2$ are unit vectors. The cosine rule for the angle between them gives
$$|\nabla\xi|^2=\frac{(r_1+r_2)^2-4c^2}{4c^2r_1r_2}=\frac{\xi^2-1}{c^2(\xi^2-\eta^2)} .$$
Differentiating directly,
$$\frac{\partial\xi}{\partial z}=\frac1{2c}\left(\frac{z-c}{r_1}+\frac{z+c}{r_2}\right)=\frac{\eta(\xi^2-1)}{c(\xi^2-\eta^2)}=c\eta|\nabla\xi|^2 .$$
The outward normal thus has $n_z=(\partial\xi/\partial z)/|\nabla\xi|=c\eta|\nabla\xi|$, so $z|\nabla\xi|=\xi n_z$. Hence
$$E_n=\frac{E_0n_z}{N},\qquad N=\tfrac12\xi_0(\xi_0^2-1)g_0 .$$
Now $\xi_0=\alpha/\sqrt{\alpha^2-1}$ and $\xi_0^2-1=1/(\alpha^2-1)$. Since $(\alpha+\sqrt{\alpha^2-1})(\alpha-\sqrt{\alpha^2-1})=1$, half the logarithm in $g_0$ equals $\operatorname{arccosh}\alpha$, and
$$N=\frac1{\alpha^2-1}\left[\frac{\alpha\operatorname{arccosh}\alpha}{\sqrt{\alpha^2-1}}-1\right].$$
The field is $E_0/N$ at the pole and zero at the equator. For a nearly spherical drop $\xi_0$ is large, and expanding the logarithm gives $N\approx\frac13-\frac{2}{15\xi_0^2}$. With $\alpha=1+\delta$, $1/\xi_0^2\approx2\delta$, so $N\approx\frac13-\frac{4\delta}{15}$. A sphere has pole field $3E_0$.

### (b) The equilibrium relation

The field pulls the surface outward with stress $\varepsilon_0E_n^2/2$. If $\kappa$ is the sum of the principal curvatures, the balance is
$$p_{\rm in}-p_{\rm out}+\tfrac12\varepsilon_0E_n^2=\gamma\kappa .$$
Near the pole $z\approx a-a\rho^2/(2b^2)$, so both curvatures are $a/b^2$ and $\kappa_p=2a/b^2$. Near the equator the meridian is $\rho\approx b-bz^2/(2a^2)$, with curvature $b/a^2$. The circular section adds $1/b$, so $\kappa_e=1/b+b/a^2$.

Without gravity or flow both pressures are uniform. Subtracting the equatorial balance from the polar one gives
$$\frac{\varepsilon_0E_0^2}{2N^2}=\gamma\left(\frac{2a}{b^2}-\frac1b-\frac b{a^2}\right).$$
Volume conservation, $ab^2=R^3$, gives $b=R\alpha^{-1/3}$ and $a=R\alpha^{2/3}$. Multiplying by $2N^2R/\gamma$,
$$\boxed{\,w(\alpha)=2N^2\alpha^{1/3}\left(2\alpha-1-\alpha^{-2}\right)\,}$$

For $\alpha=1+\delta$ the last bracket is $4\delta$ to first order and $N^2\to1/9$, so $w\approx8\delta/9$, or $\alpha-1\approx9w/8$. For long drops $N\approx(\ln2\alpha-1)/\alpha^2$, hence
$$w\approx4\alpha^{-8/3}(\ln2\alpha-1)^2\to0 .$$
The pole field of a long drop is so strongly enhanced that a weak applied field balances the tip's surface tension. This limit belongs to the family of spheroids; it is not shown that real drops have such long equilibria. As $w$ is positive for $\alpha>1$ and vanishes at both ends, it has a maximum.

### (c) The critical point

Let $s=\alpha^2-1$ and $q=\operatorname{arccosh}\alpha/\sqrt s$, so that $sN=\alpha q-1$ and $q'=(1-\alpha q)/s$. Differentiating $sN$,
$$2\alpha N+sN'=q+\frac{\alpha-\alpha^2q}{s}=\frac{\alpha-q}{s}.$$
Since $q=(1+sN)/\alpha$, we have $\alpha-q=s(1-N)/\alpha$. Therefore
$$N'=\frac{1-(1+2\alpha^2)N}{\alpha(\alpha^2-1)} .$$
Setting the derivative of $\ln w$ to zero gives
$$\frac{2N'}N+\frac1{3\alpha}+\frac{2+2\alpha^{-3}}{2\alpha-1-\alpha^{-2}}=0 .$$
Numerical root finding gives $\alpha_c=1.859$, where $N=0.1876$. Evaluated at 4000 points from $\alpha=1.01$ to 1000, the left side changes sign once. This is numerical evidence for a single maximum. Substitution gives
$$w_c=2(0.1876)^2(1.859)^{1/3}\left(2\times1.859-1-1.859^{-2}\right)=0.2102,$$
$$E_c=\sqrt{w_c}\sqrt{\frac{\gamma}{\varepsilon_0R}}=0.4585\sqrt{\frac{\gamma}{\varepsilon_0R}} .$$

The critical aspect ratio is 1.9 to two figures. The maximum is flat: at $\alpha=1.9$ itself the reduced field $\sqrt w$ is 0.4584, only 0.033% below the maximum. Other points on the curve are 0.4397 at $\alpha=1.5$ and 0.4363 at $\alpha=2.5$. Above $E_c$ no spheroid satisfies the two-point balance.

### (d) Stability and quality of the approximation

Hold $E_0$ fixed and consider a spheroid slightly out of equilibrium. The liquid pressure just under the surface is $p_{\rm out}+\gamma\kappa-\varepsilon_0E_n^2/2$, so its excess at the equator over the pole is
$$p_e-p_p=\frac{\varepsilon_0}{2N^2}\left[E_0^2-E_{\rm eq}^2(\alpha)\right],$$
where $E_{\rm eq}(\alpha)$ is the equilibrium field for that shape. A positive difference pushes liquid towards the poles. On the branch $\alpha<\alpha_c$, a small elongation raises $E_{\rm eq}$ above $E_0$, and the difference opposes it. On the branch $\alpha>\alpha_c$ the sign is reversed and the elongation grows. The short equilibrium is stable and the long one unstable; they merge at $E_c$.

An energy argument supports this. At fixed shape, changing the applied field changes the energy by $-p\,dE_0$, where $p$ is the induced dipole. As $p\propto E_0$, the electrical energy is $-pE_0/2$. The line charge is $4\pi\varepsilon_0E_0t/g_0$, so
$$p=\frac{8\pi\varepsilon_0E_0c^3}{3g_0}=\frac{\varepsilon_0VE_0}{N},\qquad V=\frac{4\pi}{3}ab^2,$$
where $ab^2=c^3\xi_0(\xi_0^2-1)$ was used. With $e=c/a$, the surface area is
$$S=4\pi b\int_0^a\sqrt{1-\frac{e^2z^2}{a^2}}\,dz=2\pi b^2+2\pi ab\,\frac{\arcsin e}{e}.$$
The energy $\gamma S-pE_0/2$, divided by $4\pi\gamma R^2$, is then
$$F(\alpha)=\sigma(\alpha)-\frac{w}{6N},\qquad \sigma=\frac12\left(\alpha^{-2/3}+\alpha^{1/3}\frac{\arcsin e}{e}\right).$$
Its stationary points satisfy $w=-6N^2\sigma'/N'$. Near the sphere, expansion in $e^2\approx2\delta$ gives $\sigma\approx1+\frac{2}{45}e^4\approx1+\frac{8}{45}\delta^2$. With $N'=-4/15$ this again yields $w=8\delta/9$.

Numerical maximization puts the energy method's critical point at $\alpha=1.839$ and reduced field 0.4521. For $w$ 5% below that critical value, $F$ evaluated over $1.01\le\alpha\le8$ has a minimum followed by a maximum. For $w$ 5% above, it falls throughout. The two criteria differ because a spheroid cannot satisfy the stress balance everywhere. On Taylor's critical spheroid the stress $\gamma\kappa-\varepsilon_0E_n^2/2$ departs from its equatorial value by up to 3.0% of $2\gamma/R$.

To remove the restriction to spheroids, the meridian was written as $z=af\cos v$, $\rho=bf\sin v$, with $f$ a series of eight terms in $\cos2kv$. An axial charge was fitted by least squares to make the surface an equipotential. The stress balance at eight points, the volume and the aspect ratio were then solved together by iteration, and $w$ was maximized over $\alpha$. This gives $\alpha=1.836$ and reduced field 0.4521. Going from six to eight terms moves them by $1.4\times10^{-4}$ and $4\times10^{-6}$. Taylor's critical field is thus 1.4% above that of the axisymmetric drop with mirror symmetry about its equator. Other deformations were not examined.

### (e) A water drop in air

Take rough values for water: $\gamma=72$ mN/m, density $\rho_l=1000$ kg/m³, relative permittivity $\varepsilon_r=80$ and conductivity $\kappa_l=10^{-3}$ S/m. The field scale is
$$\sqrt{\frac{\gamma}{\varepsilon_0R}}=\sqrt{\frac{0.072}{8.854\times10^{-12}\times5.0\times10^{-4}}}\ \text{V/m}=40.33\ \text{kV/cm},$$
so $E_c=0.4585\times40.33=18.5$ kV/cm, or 0.0185 MV/cm. The unrestricted shape gives 18.2 kV/cm. At Taylor's critical point $a=R\alpha_c^{2/3}=0.756$ mm and $b=R\alpha_c^{-1/3}=0.407$ mm. The pole field is $E_c/N=5.33\times18.5=98.6$ kV/cm. In Taylor's approximation, at 90% of the critical field the stable drop has $\alpha=1.36$ and the unstable equilibrium $\alpha=2.92$.

**Gravity.** The hydrostatic head over the drop's length is $\rho_l g_{\rm n}(2a)=14.8$ Pa, with $g_{\rm n}$ the acceleration of gravity. This is 5.1% of $2\gamma/R=288$ Pa. It measures the neglected stress, not the shift of $E_c$.

**Flow.** If the drop falls freely through still air, a standard drag law for spheres gives a terminal speed of about 3.9 m/s. The dynamic pressure of the air is then about 9 Pa, or 3% of $2\gamma/R$. This too measures a neglected stress only.

**Finite conductivity.** For a sphere with free surface charge $\Sigma\cos\theta$, the inner field is $(3E_0-\Sigma/\varepsilon_0)/(\varepsilon_r+2)$. Since $\dot\Sigma=\kappa_l E_{\rm in}$, the charge relaxes in $\varepsilon_0(\varepsilon_r+2)/\kappa_l=0.73$ µs. For comparison, let the sphere oscillate as $r=R(1+\epsilon P_2)$, with $P_2$ the second Legendre polynomial of $\cos\theta$. Then $\delta=3\epsilon/2$, and the expansion of $\sigma$ gives surface energy $8\pi\gamma R^2\epsilon^2/5$. The potential flow $\frac12\dot\epsilon r^2P_2$ has kinetic energy $\pi\rho_lR^5\dot\epsilon^2/5$. Hence $\omega^2=8\gamma/(\rho_lR^3)$ and the period is 2.93 ms. In a static field the drop behaves as a conductor on the time scale of its motion.

**Ionization of the air.** The pole field far exceeds the rough uniform-gap strength of air, 30 kV/cm, but over a short distance. On the axis, differentiating $\phi$ gives
$$E(\xi)=E_0\left[1-\frac{g(\xi)}{g_0}+\frac{2}{\xi(\xi^2-1)g_0}\right],$$
which at $E_c$ stays above 30 kV/cm for 0.309 mm. Take the ionization coefficient as $AP\exp(-BP/E)$, with pressure $P=760$ Torr and rough coefficients $A=15$ /(cm Torr) and $B=365$ V/(cm Torr). Its numerical integral over this length is 2.7, against a rough streamer value of 18. These coefficients are meant for $E/P$ above about 100 V/(cm Torr), whereas here $E/P$ falls from 130 at the pole to about 40. They underestimate ionization in the weaker field: with them a uniform 1 cm gap would reach the value 18 only at 43 kV/cm, not near 30 kV/cm. Fits made for lower fields raise the integral to roughly 4 to 5.5, depending on the fit, still well below 18. On this estimate the critical spheroid does not yet launch a streamer. Weaker discharges are not excluded, and the estimate does not cover the sharper shapes that follow the instability.

Because $E_c\propto R^{-1/2}$, smaller drops need stronger fields. With $\gamma$ fixed, $E_c$ reaches 30 kV/cm at $R=w_c\gamma/[\varepsilon_0(30\ \text{kV/cm})^2]=0.19$ mm. Below roughly this radius, a uniform gap about a centimetre wide or wider, in air at this pressure, is expected to break down before the drop becomes unstable. Shorter gaps are stronger: a 1 mm gap holds roughly 45 kV/cm, which lowers the threshold radius to about 0.08 mm.

Real drops may also carry net charge, which lies outside the result, or surface contamination. Since $E_c\propto\sqrt\gamma$, a surface tension 10% lower reduces $E_c$ by about 5%, more than the 1.4% error of Taylor's approximation.

All numerical values are calculated from the stated model.
